# Quantum capacitance of a doped graphene electrode: question with model answers

A single graphene sheet is used as an electrode in a concentrated aqueous electrolyte. Near each of its two inequivalent Dirac points the bands are

$$E_\pm(\mathbf k)=\pm\hbar v|\mathbf k|,\qquad v=1.0\times10^{6}\ \text{m/s},$$

where $\mathbf k$ is measured from the Dirac point and energies from the Dirac energy. Each band state has two spin orientations. The sheet is doped with electrons until its Fermi level lies $E_F=0.2$ eV above the Dirac point. Until part (d) the temperature is zero. Until part (e) the sheet is uniform, the bands are linear and $v$ does not depend on the carrier density.

Take $e>0$ and $\hbar v=0.65821$ eV nm. Capacitances are per unit area.

## Part (a): carriers and density of states

**Question.** Find the electron density $n$ and the density of states $D(E_F)$ as functions of $E_F$, and evaluate both.

**Answer.** In a periodic box of area $A$, each allowed wavevector occupies an area $(2\pi)^2/A$ of the $k$ plane. At zero temperature the added electrons fill a disc of radius $k_F$ around each Dirac point. Two spins and two valleys give a factor of 4:

$$n=\frac{4}{A}\,\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{k_F^2}{\pi}.$$

The edge of the disc lies at the Fermi level, so $k_F=E_F/(\hbar v)$ and

$$n=\frac{E_F^2}{\pi(\hbar v)^2},\qquad
D(E_F)=\frac{dn}{dE_F}=\frac{2E_F}{\pi(\hbar v)^2}.$$

Numerically,

$$k_F=\frac{0.2}{0.65821}\ \text{nm}^{-1}=0.304\ \text{nm}^{-1},$$

$$D=\frac{2(0.2)}{\pi(0.65821)^2}\ \text{eV}^{-1}\,\text{nm}^{-2}
=2.94\times10^{13}\ \text{eV}^{-1}\,\text{cm}^{-2}.$$

Because $n$ is quadratic in $E_F$, $n=E_FD/2=2.94\times10^{12}\ \text{cm}^{-2}$. The two sets of digits agree because $E_F/2$ is 0.1 eV. For hole doping the same formulas hold with $|E_F|$, since the two bands are mirror images.

## Part (b): quantum capacitance

**Question.** Define the differential quantum capacitance of the sheet, derive it and evaluate it. How does it differ from the ratio of total charge to Fermi-level shift?

**Answer.** The sheet carries charge $-en$ per area. Let $Q=en$ be its magnitude. Adding electrons raises the Fermi level relative to the bands, even if the electrostatic potential of the sheet stays the same. The corresponding voltage magnitude is $E_F/e$, and the differential quantum capacitance is

$$C_q=\frac{dQ}{d(E_F/e)}=e^2\frac{dn}{dE_F}=e^2D(E_F)
=\frac{2e^2E_F}{\pi(\hbar v)^2}.$$

One factor of $e$ converts number to charge and the other converts energy to voltage. A density of states per eV is numerically a density per volt of $E_F/e$, so one factor of $e$ in coulombs remains:

$$C_q=(1.602\times10^{-19}\ \text{C})(2.939\times10^{13}\ \text{V}^{-1}\text{cm}^{-2})
=4.71\ \mu\text{F/cm}^2 .$$

This is $0.0471\ \text{F/m}^2$.

The stored charge is $Q=en=0.471\ \mu\text{C/cm}^2$. The integral capacitance is therefore

$$\frac{Q}{E_F/e}=\frac{e^2n}{E_F}=\frac{e^2E_F}{\pi(\hbar v)^2}=\frac{C_q}{2}
=2.35\ \mu\text{F/cm}^2 .$$

The differential value describes the response to a small modulation about the doped state. The integral value describes the whole charging process from neutrality. They differ because the first electrons enter where the density of states is small.

In this model $C_q$ vanishes linearly at the Dirac point. A metal with a large density of states has a large $C_q$: a given added charge moves its Fermi level relative to the bands only slightly, so little of the applied voltage is spent on that shift.

## Part (c): the sheet in the electrolyte

**Question.** Represent the double layer by a constant capacitance $C_H=20\ \mu\text{F/cm}^2$. Use an energy argument to find the electrode voltage measured from neutrality and the total differential capacitance. Which contribution limits the total?

**Answer.** Let $V>0$ be the magnitude by which the electrode is made more negative than at neutrality. For sheet charge magnitude $Q$, the energy per area to be minimized at fixed $V$ is

$$\Omega(Q)=u(n)+\frac{Q^2}{2C_H}-QV,\qquad n=\frac Qe .$$

The first term is the band energy of the added electrons, the second is the field energy of the double layer, and the last accounts for the work done by the source. Since

$$u=\int_0^{E_F}E\,D(E)\,dE,\qquad du=E_FD(E_F)\,dE_F=E_F\,dn,$$

we have $du/dQ=E_F/e$. Setting $d\Omega/dQ=0$ gives

$$V=\frac{E_F}{e}+\frac{Q}{C_H}.$$

Both terms are positive: one fills higher band states, and the other brings electrons to a sheet that is already negative. Differentiating with respect to $Q$,

$$\frac{1}{C}=\frac{dV}{dQ}=\frac1{C_q}+\frac1{C_H}.$$

This is also $d^2\Omega/dQ^2$. It is positive, so the stationary point is a minimum. For the given electrode,

$$V=0.2+\frac{0.4709}{20}=0.2235\ \text{V},$$

$$C=\frac{(4.7086)(20)}{4.7086+20}\ \mu\text{F/cm}^2=3.81\ \mu\text{F/cm}^2 .$$

The smaller capacitance, $C_q$, limits the total. A measurement across the interface gives $C$; extracting $C_q$ requires separate knowledge of $C_H$.

The limits follow from the series formula. As $E_F\to0$, $C\to C_q\to0$. If $C_q\gg C_H$, then $C\to C_H$. With these parameters the two capacitances would become equal at $E_F=(20/4.7086)(0.2\ \text{eV})\approx0.85$ eV. That estimate extends the linear band well beyond the doping considered here, so it indicates a scale and is not a reliable prediction. At that point $Q/C_H=E_F/2e$, so the electrode would sit $\tfrac32(0.85)\approx1.27$ V from neutrality, more than the 1.23 V thermodynamic stability window of water.

## Part (d): room temperature

**Question.** Derive the quantum capacitance at temperature $T$. At 300 K, compare the result at fixed chemical potential with that at fixed charge. What happens at neutrality?

**Answer.** Let $\mu$ be the chemical potential measured from the Dirac point, $f(x)=[e^{x/k_BT}+1]^{-1}$, and $D(E)=\alpha E$ with $\alpha=2/[\pi(\hbar v)^2]$. The probability of a hole at energy $-E$ is $1-f(-E-\mu)=f(E+\mu)$. The net electron density is therefore

$$n=\alpha\int_0^\infty E\,[f(E-\mu)-f(E+\mu)]\,dE .$$

A derivative of $f(E-\mu)$ with respect to $\mu$ is minus its derivative with respect to $E$. For $f(E+\mu)$ the two derivatives are equal, but this term enters $n$ with a minus sign. Hence

$$\frac{dn}{d\mu}=-\alpha\int_0^\infty E\frac{d}{dE}
[f(E-\mu)+f(E+\mu)]\,dE .$$

Integrate by parts. The boundary term vanishes at $E=0$ because of the factor $E$, and at infinity because $f$ decays exponentially. Using $\int_0^\infty f(E-\mu)\,dE=k_BT\ln(1+e^{\mu/k_BT})$,

$$\begin{aligned}
C_q(T)&=e^2\alpha k_BT\ln[(1+e^{\mu/k_BT})(1+e^{-\mu/k_BT})]\\
&=\frac{2e^2k_BT}{\pi(\hbar v)^2}\ln\!\left[2+2\cosh\frac{\mu}{k_BT}\right].
\end{aligned}$$

At 300 K, $k_BT=0.02585$ eV. For $\mu>0$ an equivalent form is

$$C_q(T)=e^2\alpha\left[\mu+2k_BT\ln(1+e^{-\mu/k_BT})\right].$$

**Fixed chemical potential.** With $\mu=0.2$ eV the second term raises $C_q$ by only 0.011% relative to its zero-temperature value. Thermal smearing averages a density of states that is linear around $\mu$, so gains and losses cancel except for the exponentially small effect of the Dirac point.

**Fixed charge.** By symmetry $n=0$ at $\mu=0$. Integrating $dn/d\mu$ from zero to $\mu$ gives

$$n=\alpha\left[\frac{\mu^2}{2}+2(k_BT)^2\int_0^{\mu/k_BT}\ln(1+e^{-y})\,dy\right].$$

For $\mu\gg k_BT$ the upper limit may be replaced by infinity, with an exponentially small error. Expanding the logarithm,

$$\int_0^\infty\ln(1+e^{-y})\,dy
=\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{12}.$$

Equating $n$ to its zero-temperature value $\alpha E_F^2/2$ gives

$$\mu^2\simeq E_F^2-\frac{\pi^2}{3}(k_BT)^2,$$

so $\mu=0.1944$ eV. The capacitance is then $4.58\ \mu\text{F/cm}^2$, which is 2.8% below the zero-temperature value. The reduction comes from the shift of $\mu$ needed to keep the charge unchanged.

**Neutrality.** At $\mu=0$ the logarithm is $\ln4$, and $C_q=0.84\ \mu\text{F/cm}^2$ at 300 K. Thermally excited electrons and holes remove the zero found in part (b). The zero-temperature formula therefore requires $|E_F|\gg k_BT$.

## Part (e): a real electrode

**Question.** Estimate the effects of (i) a velocity 10% higher, (ii) a Gaussian spread of 0.05 eV in the local Dirac energy, and (iii) the lattice band structure. Treat each separately at zero temperature, and state what is held fixed. Which assumption matters most among these?

**Answer.**

**(i) Velocity.** At fixed $E_F$, $C_q\propto v^{-2}$. Raising $v$ to $1.1\times10^6$ m/s gives

$$C_q=\frac{4.7086}{1.1^2}\ \mu\text{F/cm}^2=3.89\ \mu\text{F/cm}^2,$$

a fall of 17%. At fixed density, $k_F$ is fixed and $C_q=2e^2k_F/(\pi\hbar v)$, so the fall is only 9%. If interactions make the velocity depend on density, the chemical potential must be differentiated as a whole: $C_q=(2e^2k_F/\pi)/(d\mu/dk_F)$. Inserting a density-dependent $v$ into the constant-velocity formula would omit a term.

**(ii) Disorder.** Suppose the potential varies slowly enough for each region to have a local Fermi level $\varepsilon=\bar\mu+w$ relative to its own Dirac point. Let $w$ have zero mean and standard deviation $s=0.05$ eV, and keep its distribution unchanged during the capacitance measurement. This last step is an idealization: behind a double layer each region's level moves by only the fraction $1/(1+C_q/C_H)$ of a voltage step, with the local $C_q$, so the spread narrows as the doping rises. The local capacitance is proportional to $|\varepsilon|$, and the local net charge to $\varepsilon|\varepsilon|$.

For $\bar\mu\gg s$ almost every region is electron-doped, so $\langle|\varepsilon|\rangle\simeq\bar\mu$. At fixed mean level, $\bar\mu=0.2$ eV, numerical integration over the Gaussian gives a change of only 0.0004%. At fixed mean charge, however,

$$E_F^2=\langle\varepsilon|\varepsilon|\rangle\simeq\langle\varepsilon^2\rangle=\bar\mu^2+s^2,$$

$$\bar\mu\simeq\sqrt{0.2^2-0.05^2}\ \text{eV}=0.1936\ \text{eV}.$$

The capacitance falls by 3.2%. At mean neutrality, $\langle|w|\rangle=s\sqrt{2/\pi}$, which gives $C_q=0.94\ \mu\text{F/cm}^2$ instead of zero. Electron-rich and hole-rich regions both respond, although their charges cancel on average. The local picture needs a potential that is smooth over the length $\hbar v/|\varepsilon|$. That length is about 3 nm at 0.2 eV but about 16 nm at the typical level $s\sqrt{2/\pi}=0.04$ eV, so the neutrality value is only a rough one. It is also a zero-temperature value; with the thermal capacitance of part (d) averaged over the same Gaussian, 300 K gives about $1.3\ \mu\text{F/cm}^2$.

**(iii) Lattice bands.** In the nearest-neighbour honeycomb model, $E=\pm t|g(\mathbf k)|$, where $g$ is the sum of the three neighbour phase factors. Close to a Dirac point $|g|\simeq\sqrt3\,a|\mathbf k|/2$. With lattice constant $a=0.246$ nm, matching the given velocity requires

$$t=\frac{2\hbar v}{\sqrt3\,a}=3.09\ \text{eV}.$$

The area inside the constant-energy contour gives $n$. Finding this contour by numerical root-finding and differentiating $n$ by finite differences raises $C_q$ by 0.14% at fixed $E_F=0.2$ eV. At 0.1 eV the rise is 0.035%, relative to the linear-band value there.

Overlap between neighbouring orbitals also makes the bands asymmetric. For a dimensionless overlap $\eta$, the energy magnitudes are

$$|E|=\frac{t|g|}{1\mp\eta|g|},\qquad
|g|=\frac{|E|}{t\pm\eta|E|},$$

with upper signs for electrons and lower signs for holes. Near the Dirac point $n\propto|g|^2$. To first order in $\eta|E|/t$,

$$n\propto E^2\left(1\mp\frac{2\eta|E|}{t}\right),\qquad
D\propto |E|\left(1\mp\frac{3\eta|E|}{t}\right).$$

For a rough value $\eta=0.1$ the first-order change is about 2%. The numerical contour calculation, which also includes band curvature, gives $-1.8\%$ for electrons and $+2.1\%$ for holes at the same $|E_F|$.

**Comparison with practice.** A density of a few $10^{12}\ \text{cm}^{-2}$ is ordinary for gated graphene, and $10^6$ m/s is a reasonable rough velocity. A disorder spread of 0.05 eV is a rough value for a sheet on an uneven, charged substrate; cleaner sheets have less. The constant $20\ \mu\text{F/cm}^2$ is a rough double-layer value. A real double layer depends on voltage, ions and surface condition. At fixed $C_q$, a small fractional change in $C_H$ produces a fraction $C/C_H=3.81/20\approx0.19$ of that change in the total capacitance. A large change matters more: halving $C_H$ to $10\ \mu\text{F/cm}^2$ lowers the total to $3.20\ \mu\text{F/cm}^2$, a fall of 16%.

For the sizes chosen here and at this doping, the assumed velocity matters most among the three changes, whether the comparison is made at fixed Fermi level or at fixed charge. At fixed charge, the overlap expansion gives $|E|\simeq E_F(1\pm\eta E_F/t)$, so $D$ changes by the fraction $\mp2\eta E_F/t$, about 1.3% in magnitude. This compares with 3.2% for disorder and 9% for the velocity. Real electrons interact, so a constant, density-independent velocity is an approximation. The 10% variation measures sensitivity to the value of $v$, which is still taken as constant; it neither tests the effect of a density-dependent velocity nor calculates the interaction effect. For this electrode, "about $4.7\ \mu\text{F/cm}^2$" is the ideal-sheet result at the stated velocity, and further digits would have no predictive value for a real sample.
